# Apparent Mobility of a Ballistic Transistor Channel Grows with Its Length: test program

```python
"""Apparent mobility of a ballistic two-dimensional transistor channel.
Result under test, with mobility defined by G = q*n*mu*W/L:
    mu_B = v_T*L/(2*kT/q) * F_{-1/2}(eta)/F_0(eta)
v_T = sqrt(2*kT/(pi*m)); n = sheet density; L = length; W = width;
eta = Fermi energy above the subband bottom divided by kT;
F_j = Fermi integral normalised by 1/Gamma(j+1).
The formula is compared with momentum-space sums at finite bias and with
wave transmission through smooth barriers. A chain of random
backscattering events tests the crossover to ordinary mobility.
"""
import numpy as np
from scipy.constants import e as q, h, hbar, k as kB, m_e
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.sparse import lil_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import expit

mass_ratio, valleys, temperature = 0.2, 2, 300.0
mass = mass_ratio * m_e
kT = kB * temperature
density = 5e16                       # m^-2
v_T = np.sqrt(2 * kT / (np.pi * mass))
N_2D = valleys * mass * kT / (np.pi * hbar**2)
gl_x, gl_w = np.polynomial.legendre.leggauss(300)


def eta_of(n):
    return np.log(np.expm1(n / N_2D))


def fermi_minus_half(eta):
    upper = np.sqrt(max(eta, 0) + 45)
    split = np.sqrt(max(eta, 0.25))
    value = quad(lambda u: expit(eta - u*u), 0, upper,
                 points=[split], epsabs=1e-13, epsrel=1e-10)[0]
    return 2 / np.sqrt(np.pi) * value


def mobility_formula(n, length):
    eta = eta_of(n)
    return (v_T * length * q / (2 * kT)
            * fermi_minus_half(eta) / (n / N_2D))


def momentum_sum(n, voltage):
    """Current per width and injection velocity at fixed total density."""
    eta, bias = eta_of(n), q * voltage / kT
    k_unit = np.sqrt(2 * mass * kT) / hbar
    top = np.sqrt(max(eta, 0) + bias + 40)
    s = top * (gl_x + 1) / 2
    w = top * gl_w / 2
    energy = s[:, None]**2 + s[None, :]**2
    # The factor 2 restores negative transverse momenta.
    measure = (2 * valleys * 2 * k_unit**2 / (2*np.pi)**2
               * w[:, None] * w[None, :])
    velocity = hbar * k_unit * s[:, None] / mass

    def density_error(eta_source):
        occupation = (expit(eta_source - energy)
                      + expit(eta_source - bias - energy))
        return np.sum(measure * occupation) / n - 1

    source = brentq(density_error, eta - 2, eta + bias + 2,
                    xtol=1e-12, rtol=1e-12)
    f_source = expit(source - energy)
    f_drain = expit(source - bias - energy)
    current = q * np.sum(measure * velocity * (f_source - f_drain))
    injection = (np.sum(measure * velocity * f_source)
                 / np.sum(measure * f_source))
    return current, injection


def wave_conductance(n, length_nm):
    """Conductance per width from lattice waves crossing a smooth barrier."""
    c = hbar**2 / (2 * mass * q) * 1e18       # eV nm^2
    spacing, ramp, depth, pad = 0.25, 2.0, 0.2, 26.0
    hop = c / spacing**2
    x = np.arange(-length_nm/2 - pad, length_nm/2 + pad, spacing)
    plateau = (expit((x + length_nm/2) / ramp)
               - expit((x - length_nm/2) / ramp))
    potential = -depth * (1 - plateau)
    k_signed = np.concatenate((
        np.linspace(-np.sqrt(0.1/c), 0, 1000, endpoint=False),
        np.linspace(0, np.sqrt(0.6/c), 4000)))
    energy = c * k_signed * np.abs(k_signed)
    theta = np.arccos(1 - (energy + depth) / (2 * hop))
    z = np.exp(1j * theta)
    right, here = z.copy(), np.ones_like(z)
    for j in range(len(x) - 2, 0, -1):
        left = (2 + (potential[j] - energy) / hop) * here - right
        right, here = here, left
    incident = (right - here / z) / (z - 1 / z)
    transmission = 1 / np.abs(incident)**2
    thermal = kT / q
    ky_top = np.sqrt(0.8 / c)
    ky = ky_top * (gl_x + 1) / 2
    wy = ky_top * gl_w / 2
    occupied = expit(eta_of(n)
                     - (energy[:, None] + c * ky[None, :]**2) / thermal)
    weight = (occupied * (1 - occupied) / thermal) @ wy / np.pi
    integral = trapezoid(transmission * weight, energy)
    return 2 * q**2 / h * valleys * integral * 1e9


def chain_transmission(length, backscatter_length, cells=1000):
    """Exit probability of a carrier that may reverse in every thin cell."""
    p = length / cells / backscatter_length
    matrix = lil_matrix((2 * cells, 2 * cells))
    rhs = np.zeros(2 * cells)
    for i in range(cells):
        r, l = 2 * i, 2 * i + 1
        matrix[r, r] = matrix[l, l] = 1
        if i > 0:
            matrix[r, l - 2] = -p
            matrix[l, l - 2] = -(1 - p)
        if i < cells - 1:
            matrix[r, r + 2] = -(1 - p)
            matrix[l, r + 2] = -p
        else:
            rhs[r], rhs[l] = 1 - p, p
    return spsolve(matrix.tocsr(), rhs)[0]


nm, cm2 = 1e-9, 1e4
L_ref = 40 * nm
eta = eta_of(density)
mu_ref = mobility_formula(density, L_ref)
G_formula = q * density * mu_ref / L_ref

print(f"mass = {mass_ratio:.2f} electron masses; valleys = {valleys}")
print(f"temperature = {temperature:.0f} K; kT/q = {kT/q*1e3:.3f} mV")
print(f"sheet density = {density/1e4:.2e} cm^-2")
print(f"N_2D = {N_2D/1e4:.4e} cm^-2")
print(f"eta = {eta:.4f}; F_0 = {density/N_2D:.4f}")
print(f"F_-1/2 = {fermi_minus_half(eta):.4f}")
print(f"F_-1/2 / F_0 = {fermi_minus_half(eta)*N_2D/density:.4f}")
print(f"v_T = {v_T*100:.4e} cm/s")
print(f"G/W = {G_formula*1e-3:.3f} mS/um")
print(f"W/G = {1e6/G_formula:.2f} ohm um")

# Momentum sums at small bias, from nondegenerate to degenerate density.
for n in (1e13, density, 1e17, 1e18):
    current, _ = momentum_sum(n, 1e-3)
    direct = current / 1e-3 * L_ref / (q * n)
    formula = mobility_formula(n, L_ref)
    assert abs(direct / formula - 1) < 5e-4
    print(f"n={n/1e4:.1e} cm^-2, L=40 nm: mu sum {direct*cm2:.2f}, "
          f"formula {formula*cm2:.2f} cm^2/(V s)")

# Corrections to the low-bias conductance at fixed density.
deviation = {}
for voltage in (0.005, 0.010, 0.050):
    current, _ = momentum_sum(density, voltage)
    deviation[voltage] = 1 - current / voltage / G_formula
    print(f"V={voltage*1e3:.0f} mV: I/V below G by "
          f"{100*deviation[voltage]:.3f} percent")
assert abs(deviation[0.010] / deviation[0.005] - 4) < 0.1

# Limiting laws and the meaning of the apparent time.
dilute, dense = 1e13, 1e18
current, v_dilute = momentum_sum(dilute, 0.05)
tanh_law = q * dilute * v_T * np.tanh(q * 0.05 / (2 * kT))
assert abs(current / tanh_law - 1) < 1e-3
current, v_dilute = momentum_sum(dilute, 1e-5)
mu_dilute = current / 1e-5 * L_ref / (q * dilute)
mu_limit = q * L_ref / np.sqrt(2 * np.pi * mass * kT)
assert abs(mu_dilute / mu_limit - 1) < 1e-3
current, v_dense = momentum_sum(dense, 1e-5)
mu_dense = current / 1e-5 * L_ref / (q * dense)
v_F = hbar * np.sqrt(2 * np.pi * dense / valleys) / mass
assert abs(mu_dense / (2*q*L_ref/(np.pi*mass*v_F)) - 1) < 3e-3
ratio_dilute = mass * mu_dilute / q * v_dilute / L_ref
ratio_dense = mass * mu_dense / q * v_dense / L_ref
assert abs(ratio_dilute * np.pi - 1) < 1e-3
assert abs(ratio_dense / (8 / (3*np.pi**2)) - 1) < 1e-2
_, v_inj = momentum_sum(density, 1e-5)
tau, transit = mass * mu_ref / q, L_ref / v_inj
print(f"nondegenerate mu at 40 nm = {mu_limit*cm2:.2f} cm^2/(V s)")
print(f"injection velocity = {v_inj*100:.4e} cm/s")
print(f"L=40 nm: apparent time = {tau*1e15:.2f} fs")
print(f"L=40 nm: mean transit time = {transit*1e15:.2f} fs")
print(f"time ratio = {tau/transit:.4f}; dilute {ratio_dilute:.4f}; "
      f"dense {ratio_dense:.4f}")

for length in (20, 40, 80, 160):
    value = mobility_formula(density, length * nm)
    print(f"L={length} nm: ballistic mu = {value*cm2:.2f} cm^2/(V s)")

# Wave transmission does not presume a length-independent conductance.
lengths = np.array([40.0, 80.0, 160.0])
wave_G = np.array([wave_conductance(density, x) for x in lengths])
wave_mu = wave_G * lengths * nm / (q * density)
for length, G, mu in zip(lengths, wave_G, wave_mu):
    print(f"wave, L={length:.0f} nm: G/W={G*1e-3:.3f} mS/um, "
          f"mu={mu*cm2:.2f} cm^2/(V s)")
slope = np.polyfit(np.log(lengths), np.log(wave_mu), 1)[0]
print(f"wave: exponent of mu versus L = {slope:.4f}")
print(f"wave: largest G difference from formula = "
      f"{100*np.max(np.abs(wave_G/G_formula-1)):.2f} percent")
assert abs(slope - 1) < 0.01
assert np.max(np.abs(wave_G / G_formula - 1)) < 0.03

# Backscattering restores a mobility independent of length.
scatter_length = 40 * nm
mu_0 = mobility_formula(density, scatter_length)
print(f"backscattering length = {scatter_length/nm:.0f} nm; "
      f"mu_0 = {mu_0*cm2:.2f} cm^2/(V s)")
for length in (20, 80, 160, 1600):
    mu_B = mobility_formula(density, length * nm)
    cells = 4000 if length == 1600 else 1000
    passed = chain_transmission(length * nm, scatter_length, cells)
    combined = 1 / (1 / mu_B + 1 / mu_0)
    # A finite cell width leaves a relative error of at most one cell/lambda.
    cell_error = length * nm / cells / scatter_length
    assert abs(mu_B * passed / combined - 1) < 1.1 * cell_error
    print(f"scattering, L={length} nm: T={passed:.4f}, "
          f"mu chain {mu_B*passed*cm2:.1f}, "
          f"formula {combined*cm2:.1f} cm^2/(V s)")

print("tests ok")
```

Output:

```
mass = 0.20 electron masses; valleys = 2
temperature = 300 K; kT/q = 25.852 mV
sheet density = 5.00e+12 cm^-2
N_2D = 4.3197e+12 cm^-2
eta = 0.7802; F_0 = 1.1575
F_-1/2 = 0.9295
F_-1/2 / F_0 = 0.8031
v_T = 1.2030e+07 cm/s
G/W = 14.969 mS/um
W/G = 66.81 ohm um
n=1.0e+09 cm^-2, L=40 nm: mu sum 930.56, formula 930.67 cm^2/(V s)
n=5.0e+12 cm^-2, L=40 nm: mu sum 747.40, formula 747.42 cm^2/(V s)
n=1.0e+13 cm^-2, L=40 nm: mu sum 623.68, formula 623.69 cm^2/(V s)
n=1.0e+14 cm^-2, L=40 nm: mu sum 218.10, formula 218.10 cm^2/(V s)
V=5 mV: I/V below G by 0.064 percent
V=10 mV: I/V below G by 0.256 percent
V=50 mV: I/V below G by 6.400 percent
nondegenerate mu at 40 nm = 930.72 cm^2/(V s)
injection velocity = 1.4142e+07 cm/s
L=40 nm: apparent time = 84.99 fs
L=40 nm: mean transit time = 282.84 fs
time ratio = 0.3005; dilute 0.3183; dense 0.2706
L=20 nm: ballistic mu = 373.71 cm^2/(V s)
L=40 nm: ballistic mu = 747.42 cm^2/(V s)
L=80 nm: ballistic mu = 1494.84 cm^2/(V s)
L=160 nm: ballistic mu = 2989.69 cm^2/(V s)
wave, L=40 nm: G/W=14.704 mS/um, mu=734.19 cm^2/(V s)
wave, L=80 nm: G/W=14.699 mS/um, mu=1467.87 cm^2/(V s)
wave, L=160 nm: G/W=14.699 mS/um, mu=2935.74 cm^2/(V s)
wave: exponent of mu versus L = 0.9997
wave: largest G difference from formula = 1.80 percent
backscattering length = 40 nm; mu_0 = 747.42 cm^2/(V s)
scattering, L=20 nm: T=0.6666, mu chain 249.1, formula 249.1 cm^2/(V s)
scattering, L=80 nm: T=0.3329, mu chain 497.6, formula 498.3 cm^2/(V s)
scattering, L=160 nm: T=0.1994, mu chain 596.0, formula 597.9 cm^2/(V s)
scattering, L=1600 nm: T=0.0242, mu chain 722.1, formula 729.2 cm^2/(V s)
tests ok
```
